\section*{Counting the conduction valleys of germanium}

\section{The argument under review}

The author wants the density-of-states mass of electrons in germanium, in order to place the Fermi level in an n-type channel. The argument runs as follows. The conduction minima lie at the points $L$, the centres of the hexagonal faces of the Brillouin zone. There are eight such faces, in the directions $(\pm1,\pm1,\pm1)$. Around each centre the energy surfaces are ellipsoids with a longitudinal mass $m_l$ and a transverse mass $m_t$. Time reversal guarantees that the minima at $\mathbf k$ and $-\mathbf k$ have equal energy, so all eight count equally, and the valley number is $g=8$. With the rough values $m_l=1.6$ and $m_t=0.08$ electron masses, the author obtains a density-of-states mass of $0.869$.

The positions, the masses and the equality of energies are acceptable. The question is whether eight points on the zone surface are eight different sets of states.

I use Hartree atomic units ($\hbar=m_e=1$) in the derivations and measure energy from the $L$ minimum. Spin contributes a separate factor of two.

\section{When two wave vectors label the same states}

A Bloch state is defined by its behaviour under a lattice translation $\mathbf R$,
\begin{equation}
\psi_{\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\,\psi_{\mathbf k}(\mathbf r).
\end{equation}
Two vectors $\mathbf k$ and $\mathbf k'$ give the same phases, and so label the same states, if $(\mathbf k-\mathbf k')\cdot\mathbf R$ is a multiple of $2\pi$ for every $\mathbf R$. Their difference is then a reciprocal-lattice vector. It is enough to examine the three primitive vectors of the fcc lattice,
\begin{equation}
\mathbf a_1=\tfrac a2(0,1,1),\quad \mathbf a_2=\tfrac a2(1,0,1),\quad \mathbf a_3=\tfrac a2(1,1,0),
\end{equation}
because every $\mathbf R$ is an integer combination of them.

Take $\mathbf L=(\pi/a)(1,1,1)$. The difference between $\mathbf L$ and $-\mathbf L$ is $2\mathbf L=(2\pi/a)(1,1,1)$, and
\begin{equation}
2\mathbf L\cdot\mathbf a_1=\frac{2\pi}{a}\,\frac a2\,(0+1+1)=2\pi .
\end{equation}
The other two products are also $2\pi$. Hence $2\mathbf L=\mathbf G$ is a reciprocal-lattice vector, and $-\mathbf L$ is a second name for $\mathbf L$.

Points that are not opposite remain distinct. Changing one sign of $\mathbf L$ gives a difference $(2\pi/a)(0,0,1)$, whose product with $\mathbf a_1$ is $\pi$. Changing two signs gives $(2\pi/a)(0,1,1)$, whose product with $\mathbf a_2$ is $\pi$. Neither is a multiple of $2\pi$. The eight points therefore form four pairs.

Time reversal does not restore the missing four. It takes a state at $\mathbf k$ to one of equal energy at $-\mathbf k$, but at $L$ these labels coincide. With spin included, the partner is the other member of the spin pair at the same $L$, which the spin factor has already counted.

In general every pair of symmetry-related points must be tested in this way; the 24 zone corners $W$, for example, reduce to six although no corner coincides with its opposite. For a minimum $\mathbf k_0$ and its opposite $-\mathbf k_0$, the condition for coinciding is that $2\mathbf k_0$ be a reciprocal-lattice vector. A silicon-like minimum at $\mathbf k_0=0.85\,(2\pi/a)(1,0,0)$ does not meet it, since $2\mathbf k_0\cdot\mathbf a_2=1.7\pi$. All six minima of that kind are separate valleys. If they moved out to the zone boundary at $X$, the product would become $2\pi$ and the six points would merge into three. This would halve the valley number only if a single band had its minimum there. In silicon the two lowest conduction bands meet at $X$, so counting points would not be enough to count states. At $L$ in germanium the lowest conduction band is single, apart from spin, and the count of points is the count of valleys.

\section{What the zone boundary does to an ellipsoid}

The same count can be read from the zone itself. Points of the first zone satisfy $\mathbf k\cdot\mathbf G\le G^2/2$. Near a face centre write $\mathbf k=\mathbf L+\mathbf q$ and insert $\mathbf G=2\mathbf L$:
\begin{equation}
2L^2+2\mathbf L\cdot\mathbf q\le 2L^2
\quad\Longrightarrow\quad \mathbf L\cdot\mathbf q\le0 .
\end{equation}
An ellipsoid is unchanged by $\mathbf q\to-\mathbf q$, so this plane cuts it in half. A point of the outer half has $\mathbf L\cdot\mathbf q>0$. Subtracting $\mathbf G$ moves it to $-\mathbf L+\mathbf q$. At that face the condition for being inside is $(-\mathbf L)\cdot\mathbf q\le0$, which the point satisfies. The outer half at $\mathbf L$ is thus the inner half at $-\mathbf L$, and eight halves make four ellipsoids.

This requires ellipsoids small enough to miss the other zone faces. For energy $3k_BT$ at 300~K and $a=0.57$~nm, I filled the eight ellipsoids with random points. The fractions inside the zone average $0.500$ and add up to $4.00$, so the condition holds at thermal energies.

\section{From the mass tensor to the density of states}

Let $\mathbf n$ be the unit vector along $\mathbf L$. The component of $\mathbf q$ along $\mathbf n$ carries $m_l$ and the two perpendicular components carry $m_t$:
\begin{equation}
E=\tfrac12\,\mathbf q\cdot M^{-1}\mathbf q,\qquad
M^{-1}=\frac{1}{m_t}\,I+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf n\mathbf n^{T}.
\label{eq:tensor}
\end{equation}
The tensor is even in $\mathbf n$, so the two halves of a valley fit together with the same masses.

For electrons far from degeneracy, the density from $g$ equal valleys is
\begin{align}
n&=2g\,e^{E_F/k_BT}\int\frac{d^3q}{(2\pi)^3}\,e^{-E/k_BT}\nonumber\\
&=2g\,e^{E_F/k_BT}\,\frac{(2\pi k_BT)^{3/2}\sqrt{m_lm_t^2}}{(2\pi)^3}.
\end{align}
Each principal axis supplied one Gaussian integral, $\int dq\,e^{-q^2/2mk_BT}=\sqrt{2\pi mk_BT}$. Since $(2\pi)^{3/2}/(2\pi)^3=(2\pi)^{-3/2}$, this has the form
\begin{equation}
n=N_c\,e^{E_F/k_BT},\qquad N_c=2\left(\frac{m_{\rm dos}k_BT}{2\pi}\right)^{3/2},
\label{eq:nc}
\end{equation}
provided that $m_{\rm dos}^{3/2}=g\sqrt{m_lm_t^2}$, or
\begin{equation}
m_{\rm dos}=\left(g^2m_lm_t^2\right)^{1/3}.
\end{equation}
With the author's masses $m_lm_t^2=0.01024$. The correct $g=4$ gives
\begin{equation}
m_{\rm dos}=(16\times0.01024)^{1/3}=0.547 .
\end{equation}
The value $0.869$ follows from $g=8$. It is too large by the factor $2^{2/3}$, and the corresponding $N_c$ is too large by a factor of two.

\section{A count with no valley number put in}

An author who distrusts bookkeeping at the zone surface can avoid the surface altogether. Consider the model band
\begin{equation}
E=4\left[t_2(c_x^2+c_y^2+c_z^2)+t_1(c_xc_y+c_yc_z+c_zc_x)\right],
\end{equation}
with $c_i=\cos(k_ia/2)$. It is a device for counting, not the full band structure of germanium. Adding a reciprocal-lattice vector either leaves all three $c_i$ unchanged or reverses all three, so $E$ has the required periodicity.

Near $\mathbf L$, $c_i=\cos(\pi/2+q_ia/2)\approx-q_ia/2$, and therefore
\begin{equation}
E\approx a^2\left[t_2q^2+t_1(q_xq_y+q_yq_z+q_zq_x)\right].
\end{equation}
Along $\mathbf n$ all components equal $q/\sqrt3$, and the sum of products is $q^2$. Perpendicular to $\mathbf n$ the components add to zero. Squaring that sum gives $0=q^2+2(q_xq_y+q_yq_z+q_zq_x)$, so the sum of products is $-q^2/2$. The masses come out as required if
\begin{equation}
t_2+t_1=\frac1{2m_la^2},\qquad t_2-\frac{t_1}2=\frac1{2m_ta^2}.
\end{equation}
These two combinations are also the eigenvalues of the quadratic form in the $c_i$. Both are positive, so $E$ vanishes only where all $c_i=0$, which means at the $L$ points.

Now integrate over one primitive cell of the reciprocal lattice, which contains each state once, and divide by the result for a single parabolic valley:
\begin{equation}
g_{\rm eff}(T)=\frac{\int_{\rm cell}d^3k\,e^{-E/k_BT}}{(2\pi k_BT)^{3/2}\sqrt{m_lm_t^2}} .
\end{equation}
A uniform mesh of $120^3$ points gives $4.103$ at 300~K and $4.050$ at 150~K.

The small excess comes from the curvature of the cosines. With $s_i=\sin(q_ia/2)$ the energy is exactly quadratic in the $s_i$, while $dq_i=(2/a)\,ds_i/\sqrt{1-s_i^2}$. The last factor exceeds one by $s_i^2/2$ at leading order, and the thermal average of $s_i^2$ is proportional to $T$. Removing the linear term gives $2\times4.050-4.103=3.997$. The remaining difference from four is of order $T^2$. It is negative because the next term in $g_{\rm eff}$ is also positive and this extrapolation reverses its sign.

\section{Consequences for the channel}

Take a bulk-like channel at 300~K, $k_BT=0.02585$~eV, with $10^{18}$ free electrons per cm$^3$. Equation~(\ref{eq:nc}) gives $N_c=1.016\times10^{19}$~cm$^{-3}$ for four valleys. The nondegenerate estimate of the Fermi level is
\begin{equation}
E_F\approx0.02585\,\ln\frac{1.0\times10^{18}}{1.016\times10^{19}}\ {\rm eV}=-0.0599\ {\rm eV}.
\end{equation}
Solving the Fermi--Dirac integral numerically raises this by $0.0009$~eV, to $-0.0590$~eV. At the same density the author's count gives $-0.0774$~eV, an error of $-0.0184$~eV.

Most of that error is $-k_BT\ln2=-0.0179$~eV, from the doubled $N_c$. For the rest, expand the Fermi function to second order in $e^{E_F/k_BT}$. With $r=n/N_c$ this gives
\begin{equation}
r\approx e^{E_F/k_BT}-2^{-3/2}e^{2E_F/k_BT}
\;\Rightarrow\;
\frac{E_F}{k_BT}\approx\ln r+\frac{r}{2^{3/2}} .
\end{equation}
Halving $r$ halves the positive correction as well, which lowers the level slightly further.

In the opposite limit, a degenerate gas at low temperature, the filled ellipsoids give $n=(2m_{\rm dos}E_F)^{3/2}/(3\pi^2)$. At fixed $n$ the false count then multiplies $E_F$ by $2^{-2/3}\approx0.63$.

The density-of-states mass should not be used as the mass in the drift response. If the valleys are equally filled and share one isotropic scattering time, the response contains the average of (\ref{eq:tensor}). Over the four axes $\mathbf n\mathbf n^T$ averages to $I/3$, because the signs of its off-diagonal elements cancel. Thus
\begin{equation}
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m_c=0.117 .
\end{equation}
This average does not depend on whether each valley is counted once or twice. The scattering time can depend on it: an electron has three other $L$ valleys to scatter into, not seven.

\section{How far the result carries over to a device}

The masses and lattice constant are rough typical values for germanium, and the density is that of a heavily doped layer if donors supply the electrons. The Fermi levels above leave out the shift and tailing of the band edge caused by dopants and by interactions among the electrons. At this density the shift can be of order $0.01$~eV, which is not small beside the error of the false count. Within the band model itself the corrections in bulk are small. A rough nonparabolicity of $0.3$~eV$^{-1}$ raises $N_c$ by about 3\% at 300~K. Other valleys hold few electrons. With a $\Gamma$ valley $0.14$~eV above $L$ and of mass $0.04$, the $\Gamma$ to $L$ population ratio is about $0.009$\%. With six $\Delta$ valleys $0.18$~eV above $L$ and masses $0.9$ and $0.2$, the ratio is about $0.3$\%. These inputs are rough too. At 400~K, with the masses held fixed, $N_c$ rises to $1.56\times10^{19}$~cm$^{-3}$.

A thin channel can break the assumption of equal valleys. In a film with normal $\mathbf z$ and hard walls a distance $d$ apart, the lowest level of a valley, reached where the in-plane component of $\mathbf q$ is zero, is
\begin{equation}
E_1=\frac{\pi^2}{2m_zd^2},\qquad
\frac1{m_z}=\mathbf z\cdot M^{-1}\mathbf z
=\frac1{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)(\mathbf n\cdot\mathbf z)^2 .
\end{equation}
In a (001) film $(\mathbf n\cdot\mathbf z)^2=1/3$ for every valley. All four have $m_z=0.117$ and stay degenerate in this effective-mass model, which leaves out any coupling between valleys at the walls. In a (111) film one valley has its long axis along the normal, with $m_z=1.6$. The other three have $(\mathbf n\cdot\mathbf z)^2=1/9$ and $m_z=0.0894$. For $d=10$~nm the lowest levels are $0.0024$~eV and $0.0420$~eV. The splitting of about $0.040$~eV is $1.5\,k_BT$ at 300~K, so the four valleys are no longer equally filled. Equal valleys alone do not rescue the bulk formula: in the (001) film of the same thickness the lowest level already lies $0.032$~eV above the bulk minimum, which is more than $k_BT$. The bulk mass $0.547$ should therefore be used for neither film; the subbands must be filled one by one. A gated channel has a different well shape and hence different levels.

\section{Recommendation}

The valley number should be changed to four, and the density-of-states mass, $N_c$ and Fermi level recomputed. The ellipsoids and their masses can stay. The appeal to time reversal should be removed, since at $L$ it relates states that share one wave vector.
